**Critical coupling of the 1s level at E = −m for a finite nucleus**

The program studies the coupling ζ = Zα at which the 1s level of an electron of mass m reaches E = −m, for nuclear charge on a shell of radius R. As mR → 0 the result is ζ_c = 1 + π²/(2Λ²) + O(Λ⁻⁴), with Λ = ln(1/mR) − ln 2 − 2γ + tan 1 and γ Euler's constant; Popov's estimate is its leading term. It asserts that matching with Bessel functions of imaginary order agrees with direct integration of the Dirac system, and that the 1s energy falls as ζ grows through the chosen values. It also asserts the small-argument form of the Bessel function, the slope dE/dζ at threshold, and the constant and cubic coefficient of the small-radius expansion. Further assertions cover the p1/2 level, the second s1/2 root and a uniformly charged sphere. For mR = 0.02 the output gives ζ_c = 1.2485 (Z = 171.1), while Popov's estimate gives 1.322 (Z = 181.2). The table of smaller radii shows the ratio of the computed ζ_c − 1 to Popov's value rising above one and then approaching one slowly.

## Numerical verification

```python
"""
Critical coupling of the 1s level in the Dirac-Coulomb problem.
Result under test: with nuclear charge on a shell of radius R, the 1s level
reaches E = -m at  zeta_c = 1 + pi^2/(2 Lam^2) + O(Lam^-4),
Lam = ln(1/mR) - ln 2 - 2*gamma + tan 1, whose leading term is Popov's
estimate 1 + pi^2/(2 ln^2(1/mR)).
Symbols: zeta = Z*alpha, g = sqrt(zeta^2 - 1), kappa = -1 (s1/2), +1 (p1/2),
G and F = r times the large and small radial functions. Units hbar = c = m = 1.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq
from scipy.special import loggamma, kv, kvp, zeta as riemann_zeta

R_MAX = 60.0


# ---------- direct integration of the Dirac system, tan(phi) = F/G ----------
def integrate_phase(phi0, r_start, r_end, zeta, energy, kappa, r_times_v):
    def rhs(t, y):
        r = math.exp(t)
        rv = r_times_v(r)
        c, s = math.cos(y[0]), math.sin(y[0])
        r_a = r * (energy + 1.0) - rv
        r_b = r * (1.0 - energy) + rv
        return [r_b * c * c + 2.0 * kappa * s * c - r_a * s * s]
    sol = solve_ivp(rhs, (math.log(r_start), math.log(r_end)), [phi0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


def outer_phase(zeta, energy, radius, kappa=-1):
    a = energy + 1.0 + zeta / R_MAX
    b = 1.0 - energy - zeta / R_MAX
    q = kappa / R_MAX
    ratio = (q - math.sqrt(q * q + a * b)) / a      # decaying branch
    return integrate_phase(math.atan(ratio), R_MAX, radius, zeta, energy,
                           kappa, lambda r: -zeta)


def inner_phase(zeta, energy, radius, shape):
    if shape == "shell":
        def r_times_v(r):
            return -zeta * r / radius
    else:                                           # uniformly charged sphere
        def r_times_v(r):
            s = r / radius
            return -zeta * s * (3.0 - s * s) / 2.0
    r0 = 1e-3 * radius
    phi0 = math.atan((r0 * (1.0 - energy) + r_times_v(r0)) / 3.0)
    return integrate_phase(phi0, r0, radius, zeta, energy, -1, r_times_v)


def coupling_for_energy(energy, radius, shape="shell", low=0.3, high=1.6):
    """Coupling at which the nodeless s1/2 level has the given energy."""
    def mismatch(z):
        return outer_phase(z, energy, radius) - inner_phase(z, energy, radius, shape)
    return brentq(mismatch, low, high, xtol=1e-12)


# ---------- matching with Bessel functions of imaginary order ----------
def bessel_pair(g, radius):
    """K and (x/2) dK/dx for order 2ig at x = sqrt(8 zeta R)."""
    zeta = math.sqrt(1.0 + g * g)
    x = mp.sqrt(8 * mp.mpf(zeta) * mp.mpf(radius))
    k_val = mp.re(mp.besselk(mp.mpc(0, 2 * g), x))
    half_slope = -x * mp.re(mp.besselk(mp.mpc(1, 2 * g), x)) / 2
    return float(k_val), float(half_slope)


def inner_pair(zeta, radius, kappa):
    """Interior G and r dG/dr at the shell for E = -m."""
    z = math.sqrt(zeta * zeta - 2.0 * zeta * radius)
    if kappa == -1:
        return math.sin(z), z * math.cos(z)
    return (math.sin(z) / z - math.cos(z),
            math.cos(z) - math.sin(z) / z + z * math.sin(z))


def threshold_roots(radius, kappa=-1, count=1):
    """First roots g of the matching condition, scanning upward from zeta = 1."""
    def condition(g):
        k_val, half_slope = bessel_pair(g, radius)
        u, ru = inner_pair(math.sqrt(1.0 + g * g), radius, kappa)
        return half_slope * u - ru * k_val
    step = 0.05 * math.pi / math.log(1.0 / radius)
    g_old, f_old, roots = step, condition(step), []
    for _ in range(200):
        g_new = g_old + step
        f_new = condition(g_new)
        if f_old * f_new < 0:
            roots.append(brentq(condition, g_old, g_new, xtol=1e-16, rtol=1e-14))
            if len(roots) == count:
                return roots
        g_old, f_old = g_new, f_new
    raise RuntimeError("roots not found")


def k_by_integral(mu, x):
    """K_{i mu}(x) and its derivative from the integral of exp(-x cosh t) cos(mu t)."""
    t = np.linspace(0.0, 16.0, 801)
    w = np.full(t.size, t[1])
    w[0] *= 0.5
    e = np.exp(-np.outer(np.atleast_1d(x), np.cosh(t)))
    return e @ (w * np.cos(mu * t)), -(e @ (w * np.cosh(t) * np.cos(mu * t)))


tan1 = math.tan(1.0)
C_shell = -math.log(2.0) - 2.0 * np.euler_gamma + tan1
D_shell = (8 * riemann_zeta(3) / 3 - 0.5 + (1 + tan1**2 - tan1) / 2 - tan1**3 / 3)
alpha = const.fine_structure
compton_fm = const.hbar / (const.m_e * const.c) * 1e15

# Bessel solution against direct integration, away from any root
for kappa in (-1, 1):
    z_test, r_test = 1.3, 0.05
    k_val, half_slope = bessel_pair(math.sqrt(z_test**2 - 1), r_test)
    ratio_bessel = (half_slope + kappa * k_val) / (z_test * k_val)
    ratio_ode = math.tan(outer_phase(z_test, -1.0, r_test, kappa))
    assert abs(ratio_bessel - ratio_ode) < 1e-6 * (1 + abs(ratio_ode))

# small-argument form against the integral representation
mu_test, x_test = 1.0, 0.01
k_int = k_by_integral(mu_test, x_test)[0][0]
k_small = (math.sqrt(math.pi / (mu_test * math.sinh(math.pi * mu_test)))
           * math.sin(mu_test * math.log(2 / x_test) + loggamma(1 + 1j * mu_test).imag))
assert abs(k_int - k_small) < 2e-4                  # neglected terms are O(x^2)

# worked example
mR = 0.02
L = math.log(1 / mR)
g_c = threshold_roots(mR)[0]
zeta_c = math.sqrt(1 + g_c**2)
g_p = threshold_roots(mR, kappa=1)[0]
zeta_p = math.sqrt(1 + g_p**2)
assert zeta_p > zeta_c

# no threshold solution at or below zeta = 1
for z in np.linspace(0.1, 1.0, 91):
    nu = 2 * math.sqrt(max(0.0, 1 - z * z))
    x = math.sqrt(8 * z * mR)
    u, ru = inner_pair(z, mR, -1)
    assert x * kvp(nu, x) / (2 * kv(nu, x)) < 0 < ru / u

# the nodeless level descends to E = -m at the Bessel root
energies = [0.5, 0.0, -0.5, -0.9, -1.0]
couplings = [coupling_for_energy(e, mR) for e in energies]
assert all(b > a for a, b in zip(couplings, couplings[1:]))
assert abs(couplings[-1] - zeta_c) < 1e-7

# threshold state: normalization, mean radius, slope of the level
r_out = np.exp(np.linspace(math.log(mR), math.log(R_MAX), 1501))
x_out = np.sqrt(8 * zeta_c * r_out)
G_out, dK = k_by_integral(2 * g_c, x_out)
F_out = (x_out * dK / 2 - G_out) / zeta_c
assert np.all(G_out > 0)
k_in = math.sqrt(zeta_c**2 - 2 * zeta_c * mR) / mR
r_in = np.linspace(1e-6 * mR, mR, 1001)
amp = G_out[0] / math.sin(k_in * mR)
G_in = amp * np.sin(k_in * r_in)
F_in = mR / zeta_c * (amp * k_in * np.cos(k_in * r_in) - G_in / r_in)
assert abs(F_in[-1] - F_out[0]) < 1e-6 * abs(F_out[0])
rho_in, rho_out = G_in**2 + F_in**2, G_out**2 + F_out**2


def integral(weight_in, weight_out):
    return (simpson(rho_in * weight_in, x=r_in)
            + simpson(rho_out * weight_out * r_out, x=np.log(r_out)))


norm = integral(1.0, 1.0)
mean_r = integral(r_in, r_out) / norm
slope_expect = -integral(1 / mR, 1 / r_out) / norm
h = 0.002
z1, z2 = coupling_for_energy(-1 + h, mR), coupling_for_energy(-1 + 2 * h, mR)
slope_diff = 2 * h / (-3 * couplings[-1] + 4 * z1 - z2)
assert abs(slope_diff / slope_expect - 1) < 2e-3    # finite-difference error

# small-radius phase equation and its successive simplifications
def phase_equation(g):
    z = math.sqrt(1 + g * g)
    theta = g * math.log(1 / (2 * z * mR)) + loggamma(1 + 2j * g).imag
    return theta + math.atan(g * math.tan(z) / z) - math.pi


g_phase = brentq(phase_equation, 1e-3, 1.1)
zeta_phase = math.sqrt(1 + g_phase**2)
zeta_const = 1 + math.pi**2 / (2 * (L + C_shell)**2)
zeta_popov = 1 + math.pi**2 / (2 * L**2)
assert abs(zeta_phase - zeta_c) < mR                # neglected terms are O(mR)
assert abs(zeta_phase - zeta_c) < abs(zeta_const - zeta_c)

# asymptotic law at extremely small radii
table = []
for exponent in (2, 3, 6, 10, 20, 40, 100, 200):
    radius = 10.0**(-exponent)
    log_r = math.log(1 / radius)
    g = threshold_roots(radius)[0]
    excess = g * g / (1 + math.sqrt(1 + g * g))
    popov = math.pi**2 / (2 * log_r**2)
    with_c = math.pi**2 / (2 * (log_r + C_shell)**2)
    table.append((exponent, log_r, g, excess, popov, with_c))
for exponent, log_r, g, excess, popov, with_c in table[-2:]:
    D_found = (math.pi - g * (log_r + C_shell)) / g**3
    assert abs(D_found / D_shell - 1) < 0.01
log_r, excess, popov = table[-1][1], table[-1][3], table[-1][4]
assert abs((excess / popov - 1) * log_r / (-2 * C_shell) - 1) < 0.03

# p1/2 constant, second s1/2 root, and another charge distribution
tiny = 1e-40
L_tiny = math.log(1 / tiny)
g_p_tiny = threshold_roots(tiny, kappa=1)[0]
assert abs(g_p_tiny * (L_tiny + C_shell - 1) - math.pi) < 1e-3
g_second = threshold_roots(tiny, count=2)[1]
assert abs(g_second * (L_tiny + C_shell) - 2 * math.pi) < 5e-3
xi_sphere = 1 + math.tan(inner_phase(1.0, -1.0, tiny, "sphere"))
C_sphere = -math.log(2) - 2 * np.euler_gamma + 1 / xi_sphere
z_sphere = coupling_for_energy(-1.0, tiny, "sphere", 0.95, 1.05)
g_sphere = math.sqrt(z_sphere**2 - 1)
assert abs(g_sphere * (L_tiny + C_sphere) - math.pi) < 1e-3
assert abs(C_sphere - C_shell) > 0.05               # the test can tell them apart

print("Worked example: charged shell, energies in m, lengths in 1/m")
print(f"mR (dimensionless)                         {mR:.3f}")
print(f"R (fm)                                     {mR * compton_fm:.3f}")
print(f"1/alpha (dimensionless)                    {1 / alpha:.4f}")
print(f"ln(1/mR)                                   {L:.4f}")
print(f"constant C, shell, s1/2                    {C_shell:.4f}")
print(f"constant C, uniform sphere, s1/2           {C_sphere:.4f}")
print(f"constant C, shell, p1/2                    {C_shell - 1:.4f}")
print(f"cubic coefficient D, shell, s1/2           {D_shell:.4f}")
print(f"g at the 1s threshold                      {g_c:.5f}")
print(f"x = sqrt(8 m zeta R) at threshold          {math.sqrt(8 * zeta_c * mR):.4f}")
print("Critical coupling zeta_c and charge Z_c (dimensionless)")
for label, value in (("full Bessel matching, 1s", zeta_c),
                     ("direct Dirac integration, 1s", couplings[-1]),
                     ("small-radius phase equation", zeta_phase),
                     ("logarithm with constant C", zeta_const),
                     ("Popov estimate", zeta_popov),
                     ("full Bessel matching, 2p1/2", zeta_p)):
    print(f"  {label:32s} zeta = {value:.5f}   Z = {value / alpha:.2f}")
print("Coupling at which the 1s level has energy E (E in m)")
for e, z in zip(energies, couplings):
    print(f"  E = {e:5.2f}   zeta = {z:.5f}")
print(f"mean radius at threshold (1/m)             {mean_r:.4f}")
print(f"dE/dzeta at threshold, expectation (m)     {slope_expect:.4f}")
print(f"dE/dzeta at threshold, differences (m)     {slope_diff:.4f}")
print("zeta_c - 1 for the shell, 1s (dimensionless)")
print("  mR      ln(1/mR)  full matching  Popov        with C       full/Popov")
for exponent, log_r, g, excess, popov, with_c in table:
    print(f"  1e-{exponent:<4d} {log_r:8.3f}  {excess:.5e}    {popov:.5e}  "
          f"{with_c:.5e}  {excess / popov:.5f}")
print(f"second s1/2 root at mR = 1e-40: g*(ln(1/mR)+C)/pi = "
      f"{g_second * (L_tiny + C_shell) / math.pi:.5f}")
print("finished without a failed check")
```

Running it gives:

```
Worked example: charged shell, energies in m, lengths in 1/m
mR (dimensionless)                         0.020
R (fm)                                     7.723
1/alpha (dimensionless)                    137.0360
ln(1/mR)                                   3.9120
constant C, shell, s1/2                    -0.2902
constant C, uniform sphere, s1/2           -0.0279
constant C, shell, p1/2                    -1.2902
cubic coefficient D, shell, s1/2           2.3804
g at the 1s threshold                      0.74757
x = sqrt(8 m zeta R) at threshold          0.4470
Critical coupling zeta_c and charge Z_c (dimensionless)
  full Bessel matching, 1s         zeta = 1.24854   Z = 171.10
  direct Dirac integration, 1s     zeta = 1.24854   Z = 171.10
  small-radius phase equation      zeta = 1.24907   Z = 171.17
  logarithm with constant C        zeta = 1.37619   Z = 188.59
  Popov estimate                   zeta = 1.32245   Z = 181.22
  full Bessel matching, 2p1/2      zeta = 1.34459   Z = 184.26
Coupling at which the 1s level has energy E (E in m)
  E =  0.50   zeta = 0.87187
  E =  0.00   zeta = 1.07460
  E = -0.50   zeta = 1.17816
  E = -0.90   zeta = 1.23599
  E = -1.00   zeta = 1.24854
mean radius at threshold (1/m)             0.3135
dE/dzeta at threshold, expectation (m)     -8.1548
dE/dzeta at threshold, differences (m)     -8.1549
zeta_c - 1 for the shell, 1s (dimensionless)
  mR      ln(1/mR)  full matching  Popov        with C       full/Popov
  1e-2       4.605  1.93652e-01    2.32690e-01  2.65038e-01  0.83223
  1e-3       6.908  9.76418e-02    1.03418e-01  1.12686e-01  0.94415
  1e-6      13.816  2.61944e-02    2.58545e-02  2.69757e-02  1.01315
  1e-10     23.026  9.46577e-03    9.30761e-03  9.54671e-03  1.01699
  1e-20     46.052  2.35260e-03    2.32690e-03  2.35651e-03  1.01104
  1e-40     92.103  5.85202e-04    5.81726e-04  5.85409e-04  1.00598
  1e-100   230.259  9.33065e-05    9.30761e-05  9.33112e-05  1.00247
  1e-200   460.517  2.32981e-05    2.32690e-05  2.32984e-05  1.00125
second s1/2 root at mR = 1e-40: g*(ln(1/mR)+C)/pi = 1.99976
finished without a failed check
```
